# Water dimer binding energy: counterpoise, basis-set extrapolation and coupled-cluster correction: test program

```python
"""Water dimer binding energy: CP-MP2/CBS(T,Q) + [CCSD(T)-MP2]/DZ.
Tests: own density-fitted HF/MP2 vs PySCF exact integrals with ghost atoms;
explicit (T) formula vs PySCF kernel; X^-3 tail vs Hurwitz zeta; two-point
formula vs linear solve and a summable model; HF BSSE >= 0; CP and
uncorrected energies approach each other; De is near 5 kcal/mol."""
import os
os.environ["OMP_NUM_THREADS"] = "1"
from itertools import permutations
import numpy as np
import mpmath as mp
from scipy import constants as sc
from pyscf import gto, scf, cc, df, lib, ao2mo
scf.hf.MUTE_CHKFILE = True
KCAL = sc.physical_constants["Hartree energy"][0] * sc.N_A / (1000 * sc.calorie)
R_OH, THETA, R_OO, ALPHA, FLAP, STEP = 0.9572, 104.52, 2.91, 5.5, 56.0, 0.02
NAMES = ["AB[AB]", "A[AB]", "B[AB]", "A[A]", "B[B]"]
ATOMS = [range(6), range(3), range(3, 6), range(3), range(3, 6)]
NOCC, NCORE = [10, 5, 5, 5, 5], [2, 1, 1, 1, 1]

def build(X, stretch=0.0, ghost=(), keep=range(6)):
    a, t, f = np.radians([ALPHA, THETA, FLAP])
    o2, bis, z = np.array([R_OO, 0, 0]), np.array([np.cos(f), -np.sin(f), 0]), np.array([0, 0, 1.0])
    xyz = [np.zeros(3), (R_OH + stretch) * np.array([np.cos(a), np.sin(a), 0]),
           R_OH * np.array([np.cos(a + t), np.sin(a + t), 0]), o2,
           o2 + R_OH * (np.cos(t / 2) * bis + np.sin(t / 2) * z),
           o2 + R_OH * (np.cos(t / 2) * bis - np.sin(t / 2) * z)]
    bo, bh = gto.basis.load(f"aug-cc-pv{X}z", "O"), gto.basis.load(f"cc-pv{X}z", "H")
    atoms = [(("GHOST-" if k in ghost else "") + "OHHOHH"[k], tuple(xyz[k])) for k in keep]
    return gto.M(atom=atoms, basis={"O": bo, "H": bh, "GHOST-O": bo, "GHOST-H": bh}, verbose=0)

def exact_cc(mol, eri, ncore):
    """PySCF RHF, MP2, CCSD, (T) with exact four-index integrals."""
    mf = scf.RHF(mol)
    mf.chkfile, mf._eri, mf.conv_tol = None, eri, 1e-10
    mf.kernel()
    c = cc.CCSD(mf, frozen=ncore)
    c.incore_complete, c.async_io = True, False
    c.conv_tol, c.conv_tol_normt = 1e-6, 3e-4
    er = c.ao2mo()
    c.kernel(eris=er)
    assert mf.converged and c.converged
    amps = (c.t1.copy(), c.t2.copy())
    return mf, amps, np.array([mf.e_tot, c.emp2, c.e_corr, c.ccsd_t(eris=er)])

def five_energies(X, old_mol, old_occ, stretch=0.0):
    """Own density-fitted RHF and frozen-core MP2 for the five CP systems."""
    mol = build(X, stretch)
    n = mol.nao
    aux = df.addons.make_auxmol(mol, {"O": f"aug-cc-pv{X}z-jkfit", "H": f"cc-pv{X}z-jkfit"})
    packed = df.incore.cholesky_eri(mol, auxmol=aux)
    naux = packed.shape[0]
    B = lib.unpack_tril(packed).reshape(-1, n)
    S, T = mol.intor("int1e_ovlp"), mol.intor("int1e_kin")
    Z, xyz, Vat = mol.atom_charges(), mol.atom_coords(), []
    for k in range(6):
        with mol.with_rinv_origin(xyz[k]):
            Vat.append(-Z[k] * mol.intor("int1e_rinv"))
    sl = [slice(0, n)] * 3 + [slice(0, n // 2), slice(n // 2, n)]
    cross = gto.intor_cross("int1e_ovlp", mol, old_mol)
    h, enuc, Xo, U = [], [], [], []
    for s in range(5):
        h.append((T + sum(Vat[k] for k in ATOMS[s]))[sl[s], sl[s]])
        enuc.append(sum(Z[i] * Z[j] / np.linalg.norm(xyz[i] - xyz[j])
                        for i in ATOMS[s] for j in ATOMS[s] if i < j))
        w, v = np.linalg.eigh(S[sl[s], sl[s]])
        Xo.append((v / np.sqrt(w)) @ v.T)
        U.append(np.linalg.qr(Xo[s] @ (cross[sl[s]] @ old_occ[s]))[0])  # projected guess

    def half_transform(Cs):  # one pass over B for all systems: B^P_{mu i}
        off = np.cumsum([0] + [c.shape[1] for c in Cs])
        pad = np.zeros((n, off[-1]))
        for s in range(5):
            pad[sl[s], off[s]:off[s + 1]] = Cs[s]
        Y = (B @ pad).reshape(naux, n, -1)
        return ([Y[:, sl[s], off[s]:off[s + 1]] for s in range(5)],
                [pad[:, off[s]:off[s + 1]] for s in range(5)])

    hist, ehf = [([], []) for _ in range(5)], np.zeros(5)
    for it in range(40):
        C = [Xo[s] @ U[s] for s in range(5)]
        Y, occ = half_transform(C)
        Y = [np.ascontiguousarray(y.transpose(1, 0, 2)) for y in Y]
        J = lib.unpack_tril(np.array([2 * np.einsum("mPi,mi->P", y, c) for y, c in zip(Y, C)]) @ packed)
        Fo, worst = [], 0.0
        for s in range(5):
            y = Y[s].reshape(Y[s].shape[0], -1)
            F = h[s] + J[s][sl[s], sl[s]] - y @ y.T
            ehf[s] = np.sum(C[s] * ((h[s] + F) @ C[s])) + enuc[s]
            Fo.append(Xo[s] @ F @ Xo[s])
            G = (Fo[s] @ U[s]) @ U[s].T
            hist[s][0].append(Fo[s])
            hist[s][1].append((G - G.T).ravel())
            worst = max(worst, np.abs(hist[s][1][-1]).max())
        if worst < 2e-5:
            break
        for s in range(5):  # DIIS
            Fs, E = hist[s][0][-7:], np.array(hist[s][1][-7:])
            m, M = len(Fs), E @ E.T
            A = -np.ones((m + 1, m + 1))
            A[m, m], A[:m, :m] = 0.0, M / M.diagonal().max()
            c = np.linalg.solve(A, np.r_[np.zeros(m), -1.0])
            U[s] = np.linalg.eigh(sum(c[k] * Fs[k] for k in range(m)))[1][:, :NOCC[s]]
    assert worst < 2e-5
    eig = [np.linalg.eigh(f) for f in Fo]
    Cmo = [Xo[s] @ eig[s][1] for s in range(5)]
    Y, _ = half_transform([Cmo[s][:, NCORE[s]:NOCC[s]] for s in range(5)])
    ecorr = np.zeros(5)
    for s in range(5):
        eo, ev = eig[s][0][NCORE[s]:NOCC[s]], eig[s][0][NOCC[s]:]
        y = np.ascontiguousarray(Y[s].transpose(2, 0, 1))
        Q = (y.reshape(-1, y.shape[2]) @ Cmo[s][:, NOCC[s]:]).reshape(len(eo), naux, -1)
        for i in range(len(eo)):
            for j in range(i + 1):
                V = Q[i].T @ Q[j]
                den = eo[i] + eo[j] - ev[:, None] - ev[None, :]
                ecorr[s] += (1 if i == j else 2) * np.sum(V * (2 * V - V.T) / den)
    return mol, occ, ehf, ecorr, naux

cp = lambda e: (e[0] - e[1] - e[2]) * KCAL
unc = lambda e: (e[0] - e[3] - e[4]) * KCAL
extrapolate = lambda eT, eQ: (64 * eQ - 27 * eT) / 37

print(f"1 hartree = {KCAL:.4f} kcal/mol")
print(f"inputs: r(OH)={R_OH} A, HOH={THETA} deg, R(OO)={R_OO} A")
print(f"inputs: alpha={ALPHA} deg, flap={FLAP} deg, OH step={STEP} A")

# model: increments (l+1/2)^-4, exact tails from the Hurwitz zeta function
tail = {X: float(mp.zeta(4, X + 0.5)) for X in (3, 4, 10)}
for X, t in tail.items():
    assert abs(3 * X**3 * t - (1 - 0.5 / X**2)) < 0.5 / X**4
assert abs(extrapolate(tail[3], tail[4])) < 0.1 * tail[4]
print(f"model tails X=3,4: {tail[3]:.6f} {tail[4]:.6f} (1/3X^3: {1/81:.6f} {1/192:.6f})")
print(f"model error after extrapolation: {extrapolate(tail[3], tail[4]):.6f}")
print(f"weights 64/37 = {64/37:.4f}, 27/37 = {27/37:.4f}")

# exact-integral CCSD(T) in jul-cc-pVDZ; the two monomers are congruent
dimer, mono = build("d"), build("d", keep=range(3))
eri, eri_mono = dimer.intor("int2e", aosym="s8"), mono.intor("int2e", aosym="s8")
runs = [exact_cc(dimer, eri, 2), exact_cc(build("d", ghost=(3, 4, 5)), eri, 1),
        exact_cc(build("d", ghost=(0, 1, 2)), eri, 1), exact_cc(mono, eri_mono, 1)]
del eri
ex = np.array([r[2] for r in runs] + [runs[3][2]])

# explicit closed-shell (T) sum for the monomer
mf, (t1, t2), e_mono = runs[3]
mo, eps = mf.mo_coeff[:, 1:], mf.mo_energy[1:]
g4 = ao2mo.restore(1, ao2mo.incore.full(eri_mono, mo), mo.shape[1])
o, v = slice(0, 4), slice(4, None)
w = (np.einsum("iabd,kjcd->ijkabc", g4[o, v, v, v], t2, optimize=True)
     - np.einsum("iajl,lkbc->ijkabc", g4[o, v, o, o], t2, optimize=True))
W = sum(w.transpose(p + tuple(3 + x for x in p)) for p in permutations(range(3)))
ov = g4[o, v, o, v]
V = (W + np.einsum("ia,jbkc->ijkabc", t1, ov) + np.einsum("jb,iakc->ijkabc", t1, ov)
     + np.einsum("kc,iajb->ijkabc", t1, ov))
P = lambda *p: V.transpose(0, 1, 2, *p)
Rv = 4 * V + P(4, 5, 3) + P(5, 3, 4) - 2 * (P(3, 5, 4) + P(4, 3, 5) + P(5, 4, 3))
sum3 = lambda e: e[:, None, None] + e[None, :, None] + e[None, None, :]
eT = np.sum(W * Rv / (sum3(eps[o])[..., None, None, None] - sum3(eps[v]))) / 3
assert abs(eT - e_mono[3]) < 1e-7
print(f"monomer (T): explicit {eT:.8f}, kernel {e_mono[3]:.8f} hartree")

# basis-set ladder
mol, occ = dimer, [runs[k][0].mo_coeff[:, :NOCC[k]] for k in (0, 1, 2, 1, 2)]
res = {}
for X in "dtq":
    mol, occ, ehf, ec, naux = five_energies(X, mol, occ)
    res[X] = (ehf, ec)
    if X == "d":
        mol_d, occ_d = mol, occ
    print(f"jul-cc-pV{X.upper()}Z: {mol.nao} AO, {naux} fit; E(HF), E(MP2 corr) / hartree")
    for s in range(5):
        print(f"  {NAMES[s]:7s} {ehf[s]:14.7f} {ec[s]:11.7f}")
    assert ehf[3] > ehf[1] and ehf[4] > ehf[2]          # variational HF BSSE
    misfit = abs((ehf + ec)[3] - (ehf + ec)[4]) * KCAL  # congruent monomers
    assert misfit < 0.02
    print(f"  CP : HF {cp(ehf):.3f} corr {cp(ec):.3f} MP2 {cp(ehf+ec):.3f} kcal/mol")
    print(f"  unc: HF {unc(ehf):.3f} corr {unc(ec):.3f} MP2 {unc(ehf+ec):.3f} kcal/mol")
    print(f"  BSSE: HF {cp(ehf)-unc(ehf):.3f} corr {cp(ec)-unc(ec):.3f} "
          f"MP2 {cp(ehf+ec)-unc(ehf+ec):.3f}; A-B misfit {misfit:.4f} kcal/mol")

# fitted own code against exact integrals with ghost atoms
for mine, ref in ((res["d"][0], ex[:, 0]), (res["d"][1], ex[:, 1])):
    assert np.abs(mine - ref).max() < 1e-3
    assert abs(cp(mine) - cp(ref)) < 0.02 and abs(unc(mine) - unc(ref)) < 0.02
print("DZ exact integrals: HF, MP2 corr, CCSD corr, (T) / hartree")
for s in range(4):
    print(f"  {NAMES[s]:7s} {ex[s,0]:13.7f} {ex[s,1]:10.7f} {ex[s,2]:10.7f} {ex[s,3]:10.7f}")
mp2_d, cc_d = ex[:, 0] + ex[:, 1], ex[:, 0] + ex[:, 2] + ex[:, 3]
print(f"  CP : MP2 {cp(mp2_d):.3f} CCSD {cp(cc_d-ex[:,3]):.3f} CCSD(T) {cp(cc_d):.3f} kcal/mol")
print(f"  unc: MP2 {unc(mp2_d):.3f} CCSD {unc(cc_d-ex[:,3]):.3f} CCSD(T) {unc(cc_d):.3f} kcal/mol")
d_cp, d_unc = cp(cc_d - mp2_d), unc(cc_d - mp2_d)
print(f"Delta CCSD(T)-MP2: CP {d_cp:.3f}, unc {d_unc:.3f} kcal/mol")

# extrapolation; independent road: fit each total energy, then subtract
fit = np.linalg.solve([[1, 3.0**-3], [1, 4.0**-3]], np.array([res["t"][1], res["q"][1]]))[0]
c_cp = extrapolate(cp(res["t"][1]), cp(res["q"][1]))
c_unc = extrapolate(unc(res["t"][1]), unc(res["q"][1]))
assert abs(cp(fit) - c_cp) < 1e-8 and abs(unc(fit) - c_unc) < 1e-8
m_cp, m_unc = cp(res["q"][0]) + c_cp, unc(res["q"][0]) + c_unc
gap = [cp(sum(res[X])) - unc(sum(res[X])) for X in "dtq"]
assert gap[0] > gap[1] > gap[2] > abs(m_cp - m_unc) and abs(m_cp - m_unc) < 0.15
print(f"corr CBS(TQ): CP {c_cp:.3f}, unc {c_unc:.3f} kcal/mol")
print(f"MP2/CBS: CP {m_cp:.3f}, unc {m_unc:.3f}, gap {m_cp-m_unc:.3f} kcal/mol")

# harmonic relaxation of the donor OH bond, MP2/DZ
e0 = sum(res["d"])
ep, em = (sum(five_energies("d", mol_d, occ_d, s)[2:4]) for s in (STEP, -STEP))
grad = (cp(ep) - cp(em)) / (2 * STEP)
k_mono = (ep[3] + em[3] - 2 * e0[3]) * KCAL / STEP**2
k_int = (cp(ep) + cp(em) - 2 * cp(e0)) / STEP**2
gain = grad**2 / (2 * (k_mono + k_int))
assert grad < 0 and 0 < gain < 0.1
print(f"E_CP at s=+,-step: {cp(ep):.3f} {cp(em):.3f} kcal/mol; g = {grad:.2f} kcal/mol/A")
print(f"k mono {k_mono:.0f}, k int {k_int:.0f} kcal/mol/A^2")
print(f"s* = {-grad/(k_mono+k_int):.4f} A, relaxation gain {gain:.3f} kcal/mol")

De_cp, De_unc = -(m_cp + d_cp) + gain, -(m_unc + d_unc) + gain
print(f"rigid composite E_int: CP {m_cp+d_cp:.3f}, unc {m_unc+d_unc:.3f} kcal/mol")
print(f"De: CP {De_cp:.3f}, unc {De_unc:.3f} kcal/mol")
print(f"De CP = {De_cp*sc.calorie:.2f} kJ/mol")
assert abs(d_cp) < 0.2 and abs(De_cp - 5.0) < 0.25
print("ALL CHECKS PASSED")
```

It prints:

```
1 hartree = 627.5095 kcal/mol
inputs: r(OH)=0.9572 A, HOH=104.52 deg, R(OO)=2.91 A
inputs: alpha=5.5 deg, flap=56.0 deg, OH step=0.02 A
model tails X=3,4: 0.011718 0.005054 (1/3X^3: 0.012346 0.005208)
model error after extrapolation: 0.000191
weights 64/37 = 1.7297, 27/37 = 0.7297
monomer (T): explicit -0.00489170, kernel -0.00489170 hartree
jul-cc-pVDZ: 66 AO, 264 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.0880606  -0.4376721
  A[AB]      -76.0410065  -0.2181298
  B[AB]      -76.0412692  -0.2183461
  A[A]       -76.0409272  -0.2178993
  B[B]       -76.0409283  -0.2179000
  CP : HF -3.630 corr -0.751 MP2 -4.381 kcal/mol
  unc: HF -3.894 corr -1.175 MP2 -5.069 kcal/mol
  BSSE: HF 0.264 corr 0.425 MP2 0.688; A-B misfit 0.0012 kcal/mol
jul-cc-pVTZ: 148 AO, 328 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.1267109  -0.5373757
  A[AB]      -76.0605131  -0.2678209
  B[AB]      -76.0605478  -0.2678440
  A[A]       -76.0604822  -0.2676007
  B[B]       -76.0604824  -0.2675996
  CP : HF -3.545 corr -1.074 MP2 -4.619 kcal/mol
  unc: HF -3.606 corr -1.365 MP2 -4.971 kcal/mol
  BSSE: HF 0.060 corr 0.292 MP2 0.352; A-B misfit 0.0006 kcal/mol
jul-cc-pVQZ: 280 AO, 488 fit; E(HF), E(MP2 corr) / hartree
  AB[AB]    -152.1376479  -0.5730775
  A[AB]      -76.0659714  -0.2855439
  B[AB]      -76.0659775  -0.2856073
  A[A]       -76.0659531  -0.2854649
  B[B]       -76.0659531  -0.2854724
  CP : HF -3.576 corr -1.209 MP2 -4.785 kcal/mol
  unc: HF -3.603 corr -1.343 MP2 -4.946 kcal/mol
  BSSE: HF 0.027 corr 0.134 MP2 0.161; A-B misfit 0.0048 kcal/mol
DZ exact integrals: HF, MP2 corr, CCSD corr, (T) / hartree
  AB[AB]   -152.0881027 -0.4377089 -0.4529887 -0.0101754
  A[AB]     -76.0410270 -0.2181474 -0.2259909 -0.0049410
  B[AB]     -76.0412887 -0.2183632 -0.2261789 -0.0049766
  A[A]      -76.0409478 -0.2179167 -0.2257686 -0.0048917
  CP : MP2 -4.383 CCSD -4.145 CCSD(T) -4.307 kcal/mol
  unc: MP2 -5.072 CCSD -4.806 CCSD(T) -5.052 kcal/mol
Delta CCSD(T)-MP2: CP 0.076, unc 0.020 kcal/mol
corr CBS(TQ): CP -1.307, unc -1.327 kcal/mol
MP2/CBS: CP -4.884, unc -4.930, gap 0.046 kcal/mol
E_CP at s=+,-step: -4.528 -4.243 kcal/mol; g = -7.12 kcal/mol/A
k mono 1288, k int -25 kcal/mol/A^2
s* = 0.0056 A, relaxation gain 0.020 kcal/mol
rigid composite E_int: CP -4.807, unc -4.910 kcal/mol
De: CP 4.827, unc 4.930 kcal/mol
De CP = 20.20 kJ/mol
ALL CHECKS PASSED
```
